# Spreading resistance of an isothermal disc on a thick substrate

## Problem

A circular contact of radius \(a=50\ \mu\mathrm{m}\) lies on a substrate of thermal conductivity \(k=400\ \mathrm{W/(m\,K)}\). The contact has the same temperature everywhere and delivers a steady power \(P=1\ \mathrm{W}\) to the substrate. The remaining surface is adiabatic. The substrate fills a half-space, and far from the contact its temperature is \(T_0=300\ \mathrm{K}\). Find the spreading resistance

\[
R=\frac{T_{\rm disc}-T_0}{P}
\]

and the temperature of the contact. Then judge how well the result describes a heat source on a silicon carbide wafer.

Throughout, \(u=T-T_0\) is the temperature rise, and \(q\) is the power per area entering the substrate. The conductivity is first taken as constant and isotropic.

## First estimate by scaling

The only length in the problem is \(a\). Heat leaves through the area \(\pi a^2\), and the temperature must fall substantially over a distance of order \(a\). A slab of that area and thickness has the resistance

\[
R_{\rm est}=\frac{a}{k\,\pi a^2}=\frac{1}{\pi ka}=15.9\ \mathrm{K/W}.
\]

The dependence on \(1/(ka)\) is reliable, because no other combination of \(k\) and \(a\) has the unit of a thermal resistance. The factor \(1/\pi\) is a guess. Doubling the radius halves the resistance, although it quadruples the area, because the path through the substrate also becomes longer.

## Exact solution

**A point source.** Let power \(P\) enter at one point of the surface, and let \(s\) be the distance from it. Try \(u=C/s\). Since \(s^2\,du/ds=-C\) is constant, Laplace's equation holds away from the source:

\[
\nabla^2u=\frac1{s^2}\frac{d}{ds}\left(s^2\frac{du}{ds}\right)=0 .
\]

The heat flux is radial, so along the surface it has no normal component, as an adiabatic surface requires. The power through a hemisphere fixes \(C\):

\[
P=2\pi s^2\left(-k\frac{du}{ds}\right)=2\pi kC,
\qquad u=\frac{P}{2\pi ks}.
\]

**A trial flux.** The equation is linear, so a flux \(q\) spread over the disc produces the sum of such rises. Heat near the rim can also spread sideways, which suggests a flux that grows towards the rim. Try

\[
q(r)=\frac{P}{2\pi a\sqrt{a^2-r^2}} .
\]

It carries the right power:

\[
\int_0^a q\,2\pi r\,dr
=\frac Pa\int_0^a\frac{r\,dr}{\sqrt{a^2-r^2}}
=\frac Pa\left[-\sqrt{a^2-r^2}\right]_0^a=P .
\]

**The surface temperature.** Choose a point of the disc at distance \(r_0\) from the centre. Describe the sources by polar coordinates \((s,\varphi)\) about this point, with \(\varphi\) measured from the outward radius. The area element is \(s\,ds\,d\varphi\), and its factor \(s\) cancels the \(1/s\) of the point source:

\[
u(r_0)=\frac1{2\pi k}\int_0^{2\pi}d\varphi\int q\,ds .
\]

A source at \((s,\varphi)\) has \(r^2=r_0^2+s^2+2r_0s\cos\varphi\). Completing the square gives

\[
a^2-r^2=h^2-v^2,\qquad
h^2=a^2-r_0^2\sin^2\varphi,\qquad
v=s+r_0\cos\varphi .
\]

The directions \(\varphi\) and \(\varphi+\pi\) together make one full chord of the disc, on which \(v\) runs from \(-h\) to \(h\). With \(v=h\sin\alpha\),

\[
\int_{-h}^{h}\frac{dv}{\sqrt{h^2-v^2}}
=\int_{-\pi/2}^{\pi/2}d\alpha=\pi .
\]

The chord length has dropped out. The chord directions fill an angle \(\pi\), hence

\[
u(r_0)=\frac1{2\pi k}\,\frac P{2\pi a}\,\pi\cdot\pi=\frac{P}{4ka}.
\]

This does not depend on \(r_0\), so the trial flux makes the disc isothermal.

**Uniqueness.** Let \(w\) be the difference of two solutions with the same disc temperature. Because \(\nabla^2w=0\), we have \(\nabla\cdot(w\nabla w)=|\nabla w|^2\), and integration gives

\[
\int|\nabla w|^2dV=\oint w\,\frac{\partial w}{\partial n}\,dA .
\]

On the disc \(w=0\); on the rest of the surface \(\partial w/\partial n=0\). On a distant hemisphere the integrand falls as \(1/s^3\) and the area grows as \(s^2\), so that part vanishes. A thin tube of radius \(\rho\) around the rim has an area proportional to \(\rho\). We admit bounded temperatures whose gradients grow no faster than \(\rho^{-1/2}\), as for the flux above, so this part vanishes too. Thus \(w\) is constant, and its value on the disc is zero. The solution is

\[
\boxed{R=\frac1{4ka}}
\]

\[
R=\frac1{4\,(400)\,(50\times10^{-6})}\ \mathrm{K/W}=12.5\ \mathrm{K/W}.
\]

For 1 W the rise is 12.5 K and the contact is at 312.5 K.

A numerical solution that did not assume the form of \(q\) supports this. The disc was divided into concentric rings, whose powers were adjusted until all had the same temperature; the resistance came out as 12.500 K/W.

## Comparison of estimate and solution

The estimate exceeds the exact value by the factor \(4/\pi\), or 27%. The same number appears if the flux is made uniform, \(q=P/(\pi a^2)\). At the centre every source direction has length \(a\), so

\[
u(0)=\frac q{2\pi k}\,2\pi a=\frac{qa}{k}=\frac P{\pi ka}.
\]

The slab estimate therefore equals the centre rise per watt of a uniformly heated disc.

The average rise under uniform flux is a fairer comparison. At radius \(r_0\) the chords have length \(2h\), so

\[
u(r_0)=\frac q{\pi k}\int_0^\pi\sqrt{a^2-r_0^2\sin^2\varphi}\;d\varphi .
\]

Average this with weight \(2r_0\,dr_0/a^2\), integrating over \(r_0\) first:

\[
\int_0^a r_0\sqrt{a^2-r_0^2\sin^2\varphi}\;dr_0
=\frac{a^3}{3}\,\frac{1-|\cos\varphi|^3}{\sin^2\varphi}.
\]

The two halves of the angular range are equal. With \(c=\cos\varphi\), cancelling \(1-c\) leaves

\[
2\int_0^{\pi/2}\frac{1+c+c^2}{1+c}\,d\varphi
=2\int_0^{\pi/2}\left(c+\frac1{1+c}\right)d\varphi
=2(1+1)=4,
\]

since \(\int d\varphi/(1+\cos\varphi)=\tan(\varphi/2)\). Therefore

\[
\bar u=\frac2{a^2}\,\frac q{\pi k}\,\frac{a^3}{3}\,4
=\frac{8qa}{3\pi k},
\qquad
\frac{\bar u}{P}=\frac8{3\pi^2ka}=13.5\ \mathrm{K/W}.
\]

This is 8.1% above the isothermal value at the same power. A quoted spreading resistance must therefore state both the heating condition and the temperature used.

In the isothermal case the mean flux is 12.7 kW/cm², but the centre carries half of that, 6.4 kW/cm². The power entering outside radius \(r\) is the fraction \(\sqrt{1-r^2/a^2}\), from the same integral that gave the total. Outside \(0.9a\) it is 43.6%. The flux density diverges at the ideal rim, while the power remains finite.

## How far the result holds for a silicon carbide wafer

The following parameters are rough typical values, and each effect is changed separately.

**Finite thickness.** Let the wafer have thickness \(t=350\ \mu\mathrm{m}\) and a base held at \(T_0\). Image sources at depths \(2nt\), with signs \((-1)^n\) for all integers \(n\), keep the top adiabatic and the base at zero rise. For \(a\ll t\), the added images give

\[
\Delta R\simeq\frac1{2\pi k}\,2\sum_{n=1}^{\infty}\frac{(-1)^n}{2nt}
=-\frac{\ln2}{2\pi kt}=-0.79\ \mathrm{K/W}.
\]

The ring solution with this base gives \(-0.785\ \mathrm{K/W}\), against \(-0.788\ \mathrm{K/W}\) from the formula; both are \(-6.3\%\) of \(R\). In the opposite limit, \(a\gg t\), heat flows almost straight down and \(R\simeq t/(k\pi a^2)\); the \(1/a\) law then fails.

**Falling conductivity.** Take \(k(T)=k(T_0/T)^n\) with \(n=1.3\), and define \(\theta=\int_{T_0}^{T}[k(T')/k]\,dT'\). Then \(k\nabla\theta=k(T)\nabla T\), so \(\theta\) obeys the constant-conductivity problem and equals 12.5 K on the disc. Carrying out the integral and solving for \(T\),

\[
T_{\rm disc}=T_0\left[1+\frac{(1-n)\theta}{T_0}\right]^{1/(1-n)} .
\]

The rise becomes 12.8 K, an increase of 2.8%. Unlike the other relative shifts, this one grows with power: at 5 W the same formula gives 15%.

**Anisotropy.** Let the conductivity be \(k_r=400\) in the plane and \(k_z=320\ \mathrm{W/(m\,K)}\) in depth. With \(z'=z\sqrt{k_r/k_z}\), the heat equation becomes Laplace's equation. The flux into the surface is \(-k_z\,\partial u/\partial z=-\sqrt{k_rk_z}\,\partial u/\partial z'\), so \(\sqrt{k_rk_z}\) replaces \(k\). The resistance becomes 14.0 K/W, 11.8% higher.

**The interface.** A resistance per area \(r_b=10\ \mathrm{m^2\,K/GW}\) between the isothermal contact and the substrate adds a drop \(r_bq\). For any flux carrying \(P\), consider

\[
D[q]=\int q\,(u_q+r_bq)\,dA ,
\]

where \(u_q\) is the surface rise produced by \(q\). For the true flux the bracket is constant, so \(D=RP^2\). A change \(\delta\) carrying no net power leaves \(D\) unchanged to first order, because the \(1/s\) kernel is symmetric. The second-order term, \(\int k|\nabla u_\delta|^2dV+r_b\int\delta^2dA\), is not negative. The true flux thus minimizes \(D\), and a uniform flux gives an upper bound. For a lower bound, minimize the two parts of \(D\) separately: the first gives \(P^2/(4ka)\), the second \(r_bP^2/(\pi a^2)\), since a mean square is at least the square of the mean. Hence

\[
\frac1{4ka}+\frac{r_b}{\pi a^2}\le R\le
\frac8{3\pi^2ka}+\frac{r_b}{\pi a^2},
\]

or 13.8 to 14.8 K/W. The ring solution gives 14.2 K/W, 13.5% above the case without an interface.

**Ballistic phonons and time.** Phonons have a wide range of mean free paths. Represent those that carry most of the heat by one path \(\Lambda=1\ \mu\mathrm{m}\), one speed \(v\) and their heat capacity per volume \(C_h\), which is only a small part of the total. Half of the phonons move outward, and their normal velocity averages \(v/2\) over the outgoing directions, which gives a flux \(C_hv/4\) per kelvin. With \(k\simeq C_hv\Lambda/3\), the ballistic resistance is of size \(4\Lambda/(3k\pi a^2)=0.4\ \mathrm{K/W}\), about 3% of \(R\). This sizes the effect; it is not a precise correction. With the total heat capacity \(C=2.2\ \mathrm{MJ/(m^3\,K)}\), heat diffuses across one radius in a time of order \(a^2C/k=14\ \mu\mathrm{s}\). The steady result needs pulses much longer than this. Heat released at one moment leaves a local temperature rise that, after a long time \(\tau\), decays as \(\tau^{-3/2}\) in a half-space, so under constant power the part of the rise still missing decreases only as \(\tau^{-1/2}\). At long times the missing fraction is about \(2\pi^{-3/2}\sqrt{a^2C/(k\tau)}\), still 3.6% after a hundred diffusion times (1.4 ms) and 1.1% after a thousand. A base held at \(T_0\) shortens this slow approach.

For these parameters and 1 W the interface and the anisotropy matter most, each raising the resistance by more than a tenth, while a base held at \(T_0\) lowers it. That sign depends on the ideal base: a resistance of more than a few \(\mathrm{mm^2\,K/W}\) under this wafer, as a die attach can have, makes the finite thickness raise the resistance instead, by about 5% at \(10\ \mathrm{mm^2\,K/W}\). The shifts need not add exactly. A real transistor also departs from the model in its heat source, which may be a set of narrow strips, and in the layers and package around the substrate. The value 12.5 K/W is exact for the stated ideal contact; it does not fix a device's total thermal resistance to three digits. The computed values are collected in the numerical output below.

## Calculated quantities

```
Disc radius: 50.0 um
Conductivity: 400.0 W/(m K)
Power: 1.0 W
Far substrate temperature: 300.0 K
Isothermal-disc resistance: 12.500 K/W
Disc temperature rise: 12.500 K
Disc temperature: 312.500 K
Resistance from unknown-flux ring solution: 12.5000 K/W
Lowest summed surface rise at four radii: 12.50000 K
Highest summed surface rise at four radii: 12.50000 K
Disc area: 7854.0 um^2
Mean flux density: 12.732 kW/cm^2
Centre flux density: 6.366 kW/cm^2
Power share outside 0.9 radius: 43.6 %
Uniform flux, mean-temperature resistance: 13.509 K/W
Uniform flux, centre resistance: 15.915 K/W
Uniform mean relative to isothermal: 8.1 %
Uniform centre relative to isothermal: 27.3 %
Substrate thickness: 350.0 um
Finite-thickness shift, image formula: -0.788 K/W
Finite-thickness shift, ring solution: -0.785 K/W
Finite-thickness relative shift: -6.3 %
Conductivity temperature exponent: 1.3 (no unit)
Rise with temperature-dependent conductivity: 12.846 K
Relative change from that dependence: 2.8 %
Depth conductivity in anisotropic case: 320.0 W/(m K)
Resistance in anisotropic case: 13.975 K/W
Anisotropy relative change: 11.8 %
Interface resistance per area: 10.0 m^2 K/GW
Interface resistance divided by disc area: 1.273 K/W
Lower bound with interface: 13.773 K/W
Ring solution with interface: 14.193 K/W
Upper bound with interface: 14.783 K/W
Interface relative change: 13.5 %
Phonon mean free path: 1.0 um
Mean free path divided by radius: 0.020 (no unit)
Ballistic resistance size estimate: 0.424 K/W
Ballistic size relative to ideal: 3.4 %
Volumetric heat capacity: 2.2 MJ/(m^3 K)
Diffusion time across one radius: 13.8 us
```
